# Why a four-terminal resistance reading can still be wrong: a numerical check

```python
"""
Result under test: a four-terminal resistance reading is
    V/I = g*(R + E/I),   g = Rin/(Rin + R + rs)
R: sample resistance between sense taps; I: measured current-lead current;
rs: total sense-contact resistance; Rin: voltmeter input resistance;
E: thermal voltage in the sense loop, positive when it raises V.
Readings come from Kirchhoff nodal equations for the whole circuit, and
are compared with the closed formulas. SI units are used internally.
"""
import numpy as np
from scipy.integrate import quad

INF = float("inf")


def node_voltages(branches, injections):
    """Branch (a, b, resistance, emf) carries (Va-Vb+emf)/resistance."""
    names = sorted({n for br in branches for n in br[:2]} - {"lo"})
    index = {name: k for k, name in enumerate(names)}
    matrix = np.zeros((len(names), len(names)))
    rhs = np.zeros(len(names))
    for a, b, resistance, emf in branches:
        conductance = 1.0 / resistance
        for here, there, sign in ((a, b, 1), (b, a, -1)):
            if here == "lo":
                continue
            matrix[index[here], index[here]] += conductance
            rhs[index[here]] -= sign * conductance * emf
            if there != "lo":
                matrix[index[here], index[there]] -= conductance
    for name, current in injections.items():
        if name != "lo":
            rhs[index[name]] += current
    solution = np.linalg.solve(matrix, rhs)
    voltages = {name: solution[k] for name, k in index.items()}
    voltages["lo"] = 0.0
    return voltages


def four_wire(R, r2, r3, Rin, I, E=0.0, r1=4e4, r4=6e4,
              shunt=INF, current_emf=0.0, bias=0.0):
    """Return meter voltage, measured lead current and node voltages."""
    branches = [("src+", "A", r1, current_emf), ("A", "B", R, 0.0),
                ("B", "src-", r4, 0.0), ("A", "hi", r2, E),
                ("B", "lo", r3, 0.0), ("hi", "lo", Rin, 0.0),
                ("src+", "src-", shunt, 0.0)]
    v = node_voltages(branches, {"src+": I, "src-": -I, "hi": bias})
    lead_current = (v["src+"] - v["A"] + current_emf) / r1
    return v["hi"], lead_current, v


def two_wire(R, r2, r3, Rin, I, E=0.0):
    """Source and meter both on the sense leads; current leads open."""
    branches = [("A", "B", R, 0.0), ("A", "hi", r2, E),
                ("B", "lo", r3, 0.0), ("hi", "lo", Rin, 0.0)]
    return node_voltages(branches, {"hi": I})["hi"]


def close(a, b, rel=1e-8):
    return abs(a - b) <= rel * max(abs(a), abs(b))


# General formula on random circuits, including a leaky current source,
# a thermal voltage in a current lead and a meter bias current.
rng = np.random.default_rng(7)
for _ in range(200):
    Rx, ra, rb, rc, rd = 10 ** rng.uniform(3, 5, 5)
    meter = 10 ** rng.uniform(5, 8)
    leak = 10 ** rng.uniform(6, 9)
    drive = rng.choice([-1, 1]) * 10 ** rng.uniform(-8, -6)
    emf, lead_emf = rng.uniform(-5e-6, 5e-6, 2)
    ib = rng.uniform(-2e-11, 2e-11)
    volt, amp, _v = four_wire(Rx, ra, rb, meter, drive, emf, rc, rd,
                              leak, lead_emf, ib)
    terms = np.array([Rx * amp, emf, ib * (Rx + ra + rb)])
    factor = meter / (meter + Rx + ra + rb)
    assert abs(volt - factor * terms.sum()) < 1e-8 * abs(terms).sum()

# Thermal voltage from integration of -S dT around the sense loop.
S_lead, S_sample = 2e-6, -3e-6
T_meter, T_A, T_B = 296.0, 300.2, 300.0


def segment_emf(S, start, end, bump):
    def slope(x):
        return 2 * x * (end - start) + bump * np.pi * np.cos(np.pi * x)
    return quad(lambda x: -S * slope(x), 0, 1, epsabs=1e-15)[0]


E = (segment_emf(S_lead, T_meter, T_B, 3.0)
     + segment_emf(S_sample, T_B, T_A, 0.5)
     + segment_emf(S_lead, T_A, T_meter, -2.0))
assert close(E, (S_lead - S_sample) * (T_A - T_B))

# Worked example.
R, r2, r3, Rin, I = 1e4, 5e4, 5e4, 1e7, 1e-8
rs = r2 + r3
g = Rin / (Rin + R + rs)


def single(current, emf=E, meter=Rin, **kw):
    return four_wire(R, r2, r3, meter, current, emf, **kw)[0] / current


def reversed_reading(current=I, meter=Rin, **kw):
    return 0.5 * (single(current, meter=meter, **kw)
                  + single(-current, meter=meter, **kw))


R_plus, R_minus, R_rev = single(I), single(-I), reversed_reading()
R_load = single(I, emf=0.0)
R_thermal = single(I, meter=1e16)
assert close(R_plus, g * (R + E / I))
assert close(R_minus, g * (R - E / I))
assert close(R_rev, g * R)
assert close(R_load / R - 1, -(R + rs) / (Rin + R + rs), 1e-7)
assert close(R_thermal, R + E / I, 1e-7)

# Two separate parts of the loading error.
V0, _, nodes = four_wire(R, r2, r3, Rin, I)
tap_voltage = nodes["A"] - nodes["B"]
sample_fraction = tap_voltage / (R * I)
divider_fraction = V0 / tap_voltage
assert close(sample_fraction, (Rin + rs) / (Rin + R + rs))
assert close(divider_fraction, Rin / (Rin + rs))
perfect = four_wire(R, 1e-1, 1e-1, Rin, I)[0] / I
assert close(perfect, Rin * R / (Rin + R), 1e-7)

# A thermal voltage can hide the loading error completely.
E_hide = I * R * (R + rs) / Rin
assert close(single(I, emf=E_hide), R)

# Higher current removes the thermal share only.
currents = [1e-8, 1e-7, 1e-6]
current_series = [single(c) for c in currents]
assert close(single(1e-3), g * R, 1e-6)

# Part of E proportional to I survives reversal; the even part does not.
beta, gamma = 20.0, 3e9


def emf_of(current):
    return E + beta * current + gamma * current ** 2


R_odd = 0.5 * (single(I, emf=emf_of(I)) + single(-I, emf=emf_of(-I)))
assert close(R_odd, g * (R + beta))

# Linear drift: pair and triplet of alternating readings.
drift, interval = 2e-8, 10.0
V1, V2, V3 = [four_wire(R, r2, r3, Rin, s * I, E + drift * k * interval)[0]
              for k, s in enumerate((1, -1, 1))]
R_pair = (V1 - V2) / (2 * I)
R_triplet = (V1 - 2 * V2 + V3) / (4 * I)
assert close(R_pair, g * (R - drift * interval / (2 * I)))
assert close(R_triplet, g * R)

# Constant meter bias current acts as an offset and cancels on reversal.
bias = 1e-11
V_bias = four_wire(R, r2, r3, Rin, I, E, bias=bias)[0]
V_no_bias = four_wire(R, r2, r3, Rin, I, E)[0]
bias_offset = (V_bias - V_no_bias) / g
assert close(bias_offset, bias * (R + rs), 1e-7)
assert close(reversed_reading(bias=bias), R_rev)

# Correction from a reversed two-wire reading of the sense pair.
P = (two_wire(R, r2, r3, Rin, I, E)
     - two_wire(R, r2, r3, Rin, -I, E)) / (2 * I)
assert close(P, Rin * (R + rs) / (Rin + R + rs))
R_corrected = R_rev / (1 - P / Rin)
assert close(R_corrected, R)

# A meter with larger input resistance.
Rin_high = 1e10
R_high_single = single(I, meter=Rin_high)
R_high_rev = reversed_reading(meter=Rin_high)
assert close(R_high_rev, Rin_high * R / (Rin_high + R + rs))


def percent(value):
    return 100 * (value / R - 1)


def show(label, value, unit, digits=2):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Sample resistance R", R, "ohm", 0)
show("Each sense contact", r2 / 1e3, "kohm", 0)
show("Total sense resistance rs", rs / 1e3, "kohm", 0)
show("Meter input resistance", Rin / 1e6, "Mohm", 0)
show("Current I", I * 1e9, "nA", 0)
show("Ideal voltage R*I", R * I * 1e6, "uV", 1)
show("Lead Seebeck coefficient", S_lead * 1e6, "uV/K", 1)
show("Sample Seebeck coefficient", S_sample * 1e6, "uV/K", 1)
show("Tap temperature difference", T_A - T_B, "K", 1)
show("Thermal voltage E", E * 1e6, "uV", 3)
show("Thermal term E/I", E / I, "ohm")
show("Loading factor g", g, "(no unit)", 6)
show("Sample current fraction, E=0", sample_fraction, "(no unit)", 6)
show("Voltage divider fraction", divider_fraction, "(no unit)", 6)
show("Reading, loading only", R_load, "ohm")
show("Error, loading only", percent(R_load), "%", 3)
show("Reading, thermal only", R_thermal, "ohm")
show("Error, thermal only", percent(R_thermal), "%", 3)
show("Loading only, ideal sense contacts", perfect, "ohm")
show("Single reading, +I", R_plus, "ohm")
show("Error of single reading, +I", percent(R_plus), "%", 3)
show("Single reading, -I", R_minus, "ohm")
show("Error of single reading, -I", percent(R_minus), "%", 3)
show("Reversed reading", R_rev, "ohm")
show("Error of reversed reading", percent(R_rev), "%", 3)
show("E that hides loading exactly", E_hide * 1e6, "uV", 3)
for c, value in zip(currents, current_series):
    show(f"Single reading at {c * 1e9:.0f} nA", value, "ohm")
show("Odd thermal coefficient beta", beta, "ohm", 0)
show("Reversed reading with beta", R_odd, "ohm")
show("Thermal drift rate", drift * 1e9, "nV/s", 0)
show("Time between readings", interval, "s", 0)
show("Two-reading result with drift", R_pair, "ohm")
show("Three-reading result with drift", R_triplet, "ohm")
show("Meter bias current", bias * 1e12, "pA", 0)
show("Equivalent bias offset", bias_offset * 1e6, "uV", 3)
show("Reversed two-wire reading P", P, "ohm")
show("Corrected resistance", R_corrected, "ohm")
show("Higher input resistance", Rin_high / 1e9, "Gohm", 0)
show("Single reading, higher input", R_high_single, "ohm")
show("Reversed reading, higher input", R_high_rev, "ohm")
show("Error, reversed, higher input", percent(R_high_rev), "%", 4)
print("checks complete")
```

Running it gives:

```
Sample resistance R: 10000 ohm
Each sense contact: 50 kohm
Total sense resistance rs: 100 kohm
Meter input resistance: 10 Mohm
Current I: 10 nA
Ideal voltage R*I: 100.0 uV
Lead Seebeck coefficient: 2.0 uV/K
Sample Seebeck coefficient: -3.0 uV/K
Tap temperature difference: 0.2 K
Thermal voltage E: 1.000 uV
Thermal term E/I: 100.00 ohm
Loading factor g: 0.989120 (no unit)
Sample current fraction, E=0: 0.999011 (no unit)
Voltage divider fraction: 0.990099 (no unit)
Reading, loading only: 9891.20 ohm
Error, loading only: -1.088 %
Reading, thermal only: 10100.00 ohm
Error, thermal only: 1.000 %
Loading only, ideal sense contacts: 9990.01 ohm
Single reading, +I: 9990.11 ohm
Error of single reading, +I: -0.099 %
Single reading, -I: 9792.28 ohm
Error of single reading, -I: -2.077 %
Reversed reading: 9891.20 ohm
Error of reversed reading: -1.088 %
E that hides loading exactly: 1.100 uV
Single reading at 10 nA: 9990.11 ohm
Single reading at 100 nA: 9901.09 ohm
Single reading at 1000 nA: 9892.19 ohm
Odd thermal coefficient beta: 20 ohm
Reversed reading with beta: 9910.98 ohm
Thermal drift rate: 20 nV/s
Time between readings: 10 s
Two-reading result with drift: 9881.31 ohm
Three-reading result with drift: 9891.20 ohm
Meter bias current: 10 pA
Equivalent bias offset: 1.100 uV
Reversed two-wire reading P: 108803.17 ohm
Corrected resistance: 10000.00 ohm
Higher input resistance: 10 Gohm
Single reading, higher input: 10099.89 ohm
Reversed reading, higher input: 9999.89 ohm
Error, reversed, higher input: -0.0011 %
checks complete
```
